# Cross-plane heat conduction in a film between black phonon walls

A thin nonmetallic layer in a chip often has to carry heat straight through its thickness, from a warm region on one side to a cooler one on the other. Fourier's law with the bulk conductivity predicts a flux that grows without limit as the layer is thinned at a fixed temperature difference. That cannot be right. The heat is carried by phonons, and the warm side can send only a finite phonon energy flux into the layer, however thin the layer is. The conductivity deduced from the measured flux and thickness must therefore fall once the thickness becomes comparable with the phonon free path. How far it falls can be estimated by keeping diffusion inside the film and correcting what happens at its two faces.

Let the film occupy \(0<x<L\). All phonons are given one speed \(v\), one free path \(\Lambda\) and a total heat capacity \(C\) per volume; this is the gray model. Scattering is isotropic and conserves energy, the state is steady, and the temperature difference is small enough for \(C\), \(v\) and \(\Lambda\) to be constant. The phonons are treated as particles with bulk properties, so a real film must be much thicker than their wavelengths, even when it is thin compared with \(\Lambda\). The algebra uses atomic units with \(\hbar=k_B=1\), so that temperature is an energy.

Let \(\mu\) be the cosine of the angle between a phonon's velocity and the \(x\) axis. The phonons with direction cosines in \(d\mu\) carry the energy density \((C/2)\,\vartheta(x,\mu)\,d\mu\), measured from a uniform reference state. This defines a directional temperature \(\vartheta\). In equilibrium it is the same for every \(\mu\) and equals the ordinary temperature, counted from that of the reference state. Otherwise the local temperature \(\theta\) and the heat flux \(q\) are

\[
\theta(x)=\frac12\int_{-1}^{1}\vartheta\,d\mu,\qquad
q=\frac{Cv}{2}\int_{-1}^{1}\mu\,\vartheta\,d\mu .
\]

Over a path length \(\Lambda\), scattering replaces the directional value by the local mean. A step \(dx\) corresponds to a path \(dx/\mu\), so the kinetic equation is

\[
\mu\frac{\partial\vartheta}{\partial x}=-\frac{\vartheta-\theta}{\Lambda}.
\]

Integrated over all \(\mu\), the right side vanishes by the definition of \(\theta\), and the left side is proportional to \(dq/dx\). The flux is therefore the same at every depth, as energy conservation demands.

The walls are black: every phonon that reaches a wall is absorbed, and the wall emits isotropically at its own temperature. With \(\theta_h>\theta_c\),

\[
\vartheta(0,\mu)=\theta_h\quad(\mu>0),\qquad
\vartheta(L,\mu)=\theta_c\quad(\mu<0).
\]

The effective conductivity is defined with these emission temperatures,

\[
\kappa_{\rm eff}=\frac{qL}{\theta_h-\theta_c}.
\]

The definition matters, because the local temperature just inside the film differs from that of the wall.

**The diffusive interior**

Far from a wall, \(\vartheta\) is nearly isotropic. Writing the kinetic equation as \(\vartheta=\theta-\Lambda\mu\,\partial\vartheta/\partial x\) and replacing \(\vartheta\) by \(\theta\) in the small last term gives

\[
\vartheta=\theta(x)+\Lambda g\mu,\qquad g=-\frac{d\theta}{dx}>0 .
\]

More phonons travel toward the cold side because they come from warmer places. If \(g\) is constant, this expression solves the interior equation exactly: the left side is \(-\mu g\), and the right side is \(-(\Lambda g\mu)/\Lambda=-\mu g\). The mean is also consistent, since \(\mu\) integrates to zero. The flux is

\[
q=\frac{Cv}{2}\int_{-1}^{1}\left(\mu\theta+\Lambda g\mu^2\right)d\mu
=\frac{Cv}{2}\,\Lambda g\,\frac23=\kappa g,\qquad
\kappa=\frac{Cv\Lambda}{3},
\]

which is Fourier's law with the bulk conductivity \(\kappa\). The approximation enters at the walls. There the forward distribution should be the constant \(\theta_h\), while the linear solution varies with \(\mu\). The two cannot agree in every direction, but they can be made to carry the same energy into the film.

**Matching the energy flux**

The hot wall emits the flux

\[
\frac{Cv}{2}\int_0^1\mu\,\theta_h\,d\mu=\frac{Cv\,\theta_h}{4}.
\]

The forward-moving half of the diffusive solution at \(x=0\) carries

\[
\frac{Cv}{2}\int_0^1\mu\left[\theta(0)+\Lambda g\mu\right]d\mu
=\frac{Cv\,\theta(0)}{4}+\frac{Cv\Lambda g}{6}
=\frac{Cv\,\theta(0)}{4}+\frac q2 ,
\]

because \(Cv\Lambda g/6\) is half of \(Cv\Lambda g/3\). Equating the two fluxes gives

\[
\theta_h-\theta(0)=\frac{2q}{Cv}=\frac23\Lambda g .
\]

At the cold wall the phonons entering the film have \(\mu<0\). The size of their flux in the diffusive solution is

\[
\frac{Cv}{2}\int_{-1}^{0}|\mu|\left[\theta(L)+\Lambda g\mu\right]d\mu
=\frac{Cv\,\theta(L)}{4}-\frac q2 ,
\]

where the minus sign comes from \(\int_{-1}^0|\mu|\mu\,d\mu=-1/3\). Setting this equal to \(Cv\,\theta_c/4\) gives \(\theta(L)-\theta_c=2q/(Cv)\), the same jump. The total temperature difference is the interior drop plus two jumps,

\[
\theta_h-\theta_c=gL+2\cdot\frac23\Lambda g=g\left(L+\frac{4\Lambda}{3}\right).
\]

With \(q=\kappa g\), the definition of \(\kappa_{\rm eff}\) yields

\[
\frac{\kappa_{\rm eff}}{\kappa}=\frac{gL}{g(L+4\Lambda/3)}
=\frac{1}{1+\dfrac{4\Lambda}{3L}} .
\]

The film conducts as if it were thicker by \(4\Lambda/3\). In terms of thermal resistance per area,

\[
\frac{L}{\kappa_{\rm eff}}=\frac L\kappa+\frac{4\Lambda}{3\kappa}
=\frac L\kappa+\frac{4}{Cv}.
\]

In this estimate the added resistance does not contain the free path. It expresses the finite rate at which the walls can exchange phonons.

It also depends on what the walls send in. Suppose that the film is continued on both sides by the same material, which carries the same diffusive flux. The entering phonons then already have the distribution \(\theta+\Lambda g\mu\), the linear solution runs through both faces unchanged, and there is no jump. The added resistance belongs to isotropic emission, not to an arbitrary plane drawn in a crystal.

**Two limits and the choice of moment**

For \(L\gg\Lambda\) the ratio tends to one. For \(L\ll\Lambda\) it tends to \(3L/(4\Lambda)\), so that

\[
q\to\frac{\kappa}{L}\,\frac{3L}{4\Lambda}(\theta_h-\theta_c)
=\frac{Cv}{4}(\theta_h-\theta_c).
\]

This agrees with the direct result without scattering, in which forward phonons keep \(\theta_h\), backward phonons keep \(\theta_c\), and the net flux is the difference of the two emitted fluxes. A diffusive ansatz has thus given the correct ballistic flux, and the reason lies in the quantity matched. Suppose that the wall condition were weighted with \(\mu^p\), where \(p\ge0\):

\[
\int_0^1\mu^p\left[\theta_h-\theta(0)-\Lambda g\mu\right]d\mu=0
\quad\Rightarrow\quad
\theta_h-\theta(0)=c\,\Lambda g,\quad c=\frac{p+1}{p+2}.
\]

The total drop becomes \(g(L+2c\Lambda)\), and the flux in a very thin film becomes \(\kappa(\theta_h-\theta_c)/(2c\Lambda)=Cv(\theta_h-\theta_c)/(6c)\). This equals the ballistic value if \(c=2/3\), which requires \(p=1\), the energy flux. Matching the energy density instead, \(p=0\), gives \(c=1/2\) and 1.33 times the ballistic flux, more than the walls can exchange. With \(p=2\) the result is 0.89 times the ballistic flux.

**Comparison with the kinetic equation**

The error made at the walls can be found by solving the same model without assuming a linear angular distribution. Measure depth as \(t=x/\Lambda\), let \(\tau=L/\Lambda\), and, since the problem is linear, set \(\theta_h=1\) and \(\theta_c=0\). For \(\mu>0\) the kinetic equation \(\mu\,\partial\vartheta/\partial t+\vartheta=\theta\) integrates to

\[
\vartheta(t,\mu)=e^{-t/\mu}+\int_0^t\theta(s)\,e^{-(t-s)/\mu}\,\frac{ds}{\mu}.
\]

The first term is wall emission that has not yet been scattered; the second is energy scattered into this direction at depth \(s\). The backward phonons have no wall term, because \(\theta_c=0\):

\[
\vartheta(t,-\mu)=\int_t^\tau\theta(s)\,e^{-(s-t)/\mu}\,\frac{ds}{\mu}.
\]

Averaging over all directions, with \(E_n(z)=\int_0^1\mu^{n-2}e^{-z/\mu}d\mu\), gives a closed equation for the temperature,

\[
\theta(t)=\frac12E_2(t)+\frac12\int_0^\tau E_1(|t-s|)\,\theta(s)\,ds .
\]

Let \(Q\) be the flux divided by its ballistic value \(Cv(\theta_h-\theta_c)/4\). At the cold wall nothing travels backward, so

\[
Q=2\int_0^1\mu\,\vartheta(\tau,\mu)\,d\mu
=2E_3(\tau)+2\int_0^\tau E_2(\tau-s)\,\theta(s)\,ds,
\]

and from \(q=CvQ(\theta_h-\theta_c)/4\) and \(\kappa=Cv\Lambda/3\) it follows that \(\kappa_{\rm eff}/\kappa=3\tau Q/4\).

The numerical output lists this ratio beside the formula for eight thicknesses. The formula is too high in every row. Relative to the kinetic solution, the excess is 1.6 percent at \(L=0.1\Lambda\), reaches its largest listed value of 3.4 percent at \(L=0.7\Lambda\), and falls to 0.7 percent at \(L=12\Lambda\).

This rise and fall can be read from an effective jump coefficient \(c\), defined by writing the kinetic result as \(\kappa_{\rm eff}/\kappa=1/(1+2c/\tau)\). The relative error of the formula is then

\[
\frac{1+2c/\tau}{1+4/(3\tau)}-1=\frac{2c-4/3}{\tau+4/3}.
\]

In the thinnest film listed, \(c\) is 0.667, practically \(2/3\), and the numerator nearly vanishes. As the film thickens, \(c\) rises and levels off at 0.710, while the denominator goes on growing. The error is therefore small at both ends and largest between them. For thick films the better added length is \(2\times0.710\,\Lambda=1.42\Lambda\), compared with \(1.33\Lambda\) from flux matching. The difference arises in a layer near each wall, where the angular distribution is not linear in \(\mu\).

The correct ballistic limit does not guarantee the correct first departure from it. Let \(F_+(t)=2\int_0^1\mu\vartheta\,d\mu\) be the forward flux in units of the ballistic flux. The kinetic equation gives

\[
\frac{dF_+}{dt}=2\int_0^1(\theta-\vartheta)\,d\mu .
\]

In a very thin film the forward phonons have \(\vartheta=1\), the backward ones have \(\vartheta=0\), and the mean is \(\theta=1/2\). The derivative is \(-1\). Since \(F_+\) starts at one and equals \(Q\) at the cold wall, \(Q\simeq1-\tau\). In the matched solution, the total drop \(g(L+4\Lambda/3)=1\) gives \(\Lambda g\to3/4\) for a thin film. Its forward distribution exceeds the mean by \(3\mu/4\), so the derivative is \(-2\int_0^1(3\mu/4)\,d\mu=-3/4\), and \(Q\simeq1-3\tau/4\). The matched distribution carries the correct flux but places too little of it at grazing angles, where phonons have the longest paths through the film and scatter most. At \(\tau=0.001\) the computed values of \((1-Q)/\tau\) are 0.996 for the kinetic solution and 0.749 for the formula, close to the two limits 1 and 3/4.

**A film two free paths thick**

Take round model parameters that describe no particular material: \(C/k_B=0.1\ \text{Å}^{-3}\), \(\hbar v=0.03\) eV Å, \(\Lambda=500\) Å and \(L=1000\) Å, with a wall temperature difference of \(1.0\times10^{-4}\) eV. Factors of \(\hbar\) and \(k_B\) are attached so that every quantity can be given in eV and Å. The bulk conductivity is

\[
\frac{\hbar\kappa}{k_B}=\frac{0.1\times0.03\times500}{3}=0.50\ \text{eV/Å},
\]

or 105 W/(m K). The added length is \(4\times500/3=667\) Å, so the ratio is \(1000/1667=0.60\). The effective conductivity is \(0.60\times0.50=0.30\) eV/Å, or 62.9 W/(m K). The flux follows as

\[
\hbar q=\frac{0.30\times1.0\times10^{-4}}{1000}=3.0\times10^{-8}\ \text{eV}^2/\text{Å}^2,
\]

which is \(7.3\times10^8\) W/m². The gradient inside the film is \(3.0\times10^{-8}/0.50=6.0\times10^{-8}\) eV/Å, and the interior drop is \(6.0\times10^{-5}\) eV. Each wall jump is

\[
\frac{2\hbar q}{(C/k_B)\,\hbar v}=\frac{2\times3.0\times10^{-8}}{0.1\times0.03}
=2.0\times10^{-5}\ \text{eV}.
\]

Two jumps and the interior drop add up to the imposed \(1.0\times10^{-4}\) eV. In the matched solution, two fifths of the temperature difference is spent at the walls.

The kinetic solution gives a ratio of 0.585 and an effective conductivity of 61.4 W/(m K), so the formula is 2.5 percent too high. A separate solution of the kinetic equation on a set of discrete directions agrees with the integral equation for this flux to better than 0.05 percent.

Near the walls the temperature profile is reproduced less well than the flux. In the kinetic solution the mean temperature jumps by \(1.69\times10^{-5}\) eV at the hot wall, less than the matched value. Exchanging the walls and reversing the temperature difference leaves the problem unchanged, so the cold wall has the same jump, and the interior drop is \((10.0-2\times1.69)\times10^{-5}=6.62\times10^{-5}\) eV. The average gradient is thus \(6.62\times10^{-8}\) eV/Å, whereas Fourier's law with the kinetic flux would require \(2.93\times10^{-8}/0.50=5.85\times10^{-8}\) eV/Å. The average gradient is 13 percent steeper than Fourier's law allows, but at the midplane the excess is only 4 percent, so the profile must be steeper elsewhere, toward the walls. In a film of 12 free paths, Fourier's law at the midplane was tested and holds to better than 0.2 percent. The matched profile is therefore a good description of the middle of a thick film, but not of the region close to a wall.

**Reflecting walls and several free paths**

If each wall returns a fraction \(r\) of the arriving energy flux isotropically and emits the fraction \(1-r\) of the black flux, the same matching still works. At the hot wall the diffusive solution has the forward flux \(Cv\theta(0)/4+q/2\) and the backward flux \(Cv\theta(0)/4-q/2\). The wall condition is

\[
\frac{Cv\,\theta(0)}{4}+\frac q2=(1-r)\frac{Cv\,\theta_h}{4}
+r\left[\frac{Cv\,\theta(0)}{4}-\frac q2\right].
\]

Collecting the temperatures on one side and the flux on the other gives

\[
(1-r)\frac{Cv}{4}\left[\theta_h-\theta(0)\right]=(1+r)\frac q2,
\qquad
\theta_h-\theta(0)=\frac{2q}{Cv}\,\frac{1+r}{1-r}.
\]

The cold wall again has the same jump, so the term \(4\Lambda/(3L)\) in the conductivity ratio is multiplied by \((1+r)/(1-r)\). The black-wall formula overestimates the conductivity of such a film, and the more so the stronger the reflection.

A real solid has phonons with many free paths. Suppose that group \(i\) has \(C_i\), \(v_i\) and \(\Lambda_i\), and that scattering conserves the energy of each group separately. Each group then poses its own gray problem, and the fluxes add:

\[
\kappa_{\rm eff}=\sum_i\frac{C_iv_i}{3}\,f(\Lambda_i),\qquad
f(\Lambda)=\frac{\Lambda}{1+4\Lambda/(3L)} .
\]

The slope \(f'(\Lambda)=[1+4\Lambda/(3L)]^{-2}\) decreases with \(\Lambda\), so \(f\) is concave, and its average over the groups with weights \(C_iv_i\) cannot exceed \(f\) at the average free path. That average path, \(\sum_iC_iv_i\Lambda_i/\sum_iC_iv_i\), is the one which a gray model must use to reproduce both the bulk conductivity and the ballistic flux. Within this model the gray estimate made with this path is therefore an upper bound on the sum over groups: long-path phonons have a larger share in the bulk conductivity than in \(\sum_iC_iv_i\), and the film curtails them most. When scattering exchanges energy between groups, their temperature profiles depend on one another, the separate gray problems no longer apply, and the coupled kinetic equations have to be solved.

## Computed results

```
MODEL FILM
heat capacity C/k_B = 0.100 1/angstrom^3
speed hbar*v = 0.030 eV angstrom
free path = 500.0 angstrom
thickness = 1000.0 angstrom
wall temperature difference = 0.000100 eV
thickness / free path = 2.000 (no unit)
added length 4*Lambda/3 = 666.67 angstrom
bulk hbar*kappa/k_B = 0.5000 eV/angstrom
ratio, formula = 0.60000 (no unit)
ratio, kinetic solution = 0.58509 (no unit)
formula error = 2.55 percent
effective, formula = 0.30000 eV/angstrom
effective, kinetic = 0.29255 eV/angstrom
bulk converted = 104.88 W/(m K)
effective, formula, converted = 62.93 W/(m K)
effective, kinetic, converted = 61.36 W/(m K)
hbar*flux, formula = 3.0000e-08 eV^2/angstrom^2
hbar*flux, kinetic = 2.9255e-08 eV^2/angstrom^2
flux, formula, converted = 7.3024e+08 W/m^2
matched gradient = 6.0000e-08 eV/angstrom
matched jump at each wall = 2.0000e-05 eV
matched interior drop = 6.0000e-05 eV
kinetic mean-temperature jump at wall = 1.6921e-05 eV
kappa*|gradient|/flux, midplane = 1.04066 (no unit)
same, film of 12 free paths = 1.00004 (no unit)
TABLE (no units except error in percent)
L/Lambda  formula   kinetic   error%   jump coefficient
  0.001   0.000749  0.000749   0.025   0.66683
  0.100   0.069767  0.068678   1.587   0.67804
  0.500   0.272727  0.264063   3.281   0.69674
  0.700   0.344262  0.333049   3.367   0.70090
  1.000   0.428571  0.415054   3.257   0.70466
  2.000   0.600000  0.585090   2.548   0.70914
  5.000   0.789474  0.778715   1.382   0.71042
 12.000   0.900000  0.894128   0.657   0.71045
WALL MATCHING (no units)
weight mu^0: jump coefficient 0.50000, ballistic Q 1.33333
weight mu^1: jump coefficient 0.66667, ballistic Q 1.00000
weight mu^2: jump coefficient 0.75000, ballistic Q 0.88889
kinetic Q at L/Lambda = 0.001: 0.999004
(1-Q)*Lambda/L there, kinetic = 0.9961
(1-Q)*Lambda/L there, formula = 0.7494
thick-film jump coefficient, Hopf = 0.71045
```
